# Porosity of steady silicon macropores from the critical current density

A silicon electrode is dissolved anodically in hydrofluoric acid (HF). Straight pores, micrometres wide, grow into it perpendicular to the surface, and holes from the bulk are collected at their tips. Let $A_{\rm cell}$ be the electrode area and $A_i$ the cross-section of pore $i$. The porosity is the area fraction $p=\sum_iA_i/A_{\rm cell}$. The applied current density $j$ is the total current divided by $A_{\rm cell}$. Anodic currents are counted positive.

On a flat electrode a critical current density $j_{\rm crit}$ separates two regimes. Below it, the supply of holes limits dissolution. Above it, the chemistry and the transport of HF set the limit, and arriving holes are not consumed fast enough. Its value depends on the HF concentration at the interface.

Four assumptions hold throughout:

- The pore walls are depleted of holes and do not dissolve.
- The dissolution valence $n$, the number of elementary charges passed per dissolved silicon atom, is the same over a whole tip.
- In the steady state a tip advances without changing shape.
- The value of $j_{\rm crit}$ found on a flat electrode also applies to a curved tip, as current per projected area.

## (a) The current of a curved tip

**Question.** A tip of any smooth shape without overhang (an overhanging part would have to grow rather than dissolve) advances at speed $v$ along the pore axis. How is its total current $I$ related to the current density at its apex?

**Solution.** Let $j_n$ be the current density normal to the surface, $F$ the Faraday constant and $V_m$ the molar volume of silicon. In a time $dt$, the charge $j_n\,dS\,dt$ passes through a surface element $dS$. It dissolves $j_n\,dS\,dt/(nF)$ moles, whose volume is $V_m$ times larger. This volume is also $v_n\,dS\,dt$, where $v_n$ is the normal speed of the front. Hence

$$v_n=\frac{V_m}{nF}\,j_n .$$

Let $\theta$ be the angle between the local normal and the pore axis. A surface displaced rigidly by $v\,dt$ along the axis moves by $v\cos\theta\,dt$ along its normal, so $v_n=v\cos\theta$ and

$$j_n=\frac{nF}{V_m}\,v\cos\theta=j_{\rm tip}\cos\theta,\qquad j_{\rm tip}=\frac{nFv}{V_m}.$$

At the apex $\theta=0$, so $j_{\rm tip}$ is the apex current density. Integration over the tip gives

$$I=\int j_n\,dS=j_{\rm tip}\int\cos\theta\,dS=j_{\rm tip}A,$$

because $\cos\theta\,dS$ is the projection of $dS$ onto the plane normal to the axis. The area $A$ is therefore the pore cross-section, not the curved surface of the tip.

The distinction matters. A hemisphere has twice the surface of its projection, so a uniform $j_n=j_{\rm tip}$ would carry the current $2j_{\rm tip}A$. It would also move every point equally far along its normal and enlarge the hemisphere, so the advance would not be rigid.

In a numerical test, ellipsoidal tips with height-to-radius ratios 0.5, 1 and 2 were displaced and the normal distances measured. Their surfaces are 1.38, 2.00 and 3.42 times the projected area, yet $I/(j_{\rm tip}A)$ is 0.99999 for all three.

## (b) What fixes the tip current density?

**Question.** Charge conservation gives the product $j_{\rm tip}A$ but neither factor. Suppose that a pore collects a fixed current $I$. Which feedback selects its width, and is the selected state stable?

**Solution.** Compare the current with what the tip can consume at the critical density:

$$u=\frac{I}{A\,j_{\rm crit}} .$$

If $u>1$, more holes arrive than the tip can consume. The surplus spreads to the rim, dissolves silicon there, and the pore widens. If $u<1$, the holes are used up near the apex, which lies closest to the supply. The rim is starved, and the newly formed section of pore is narrower. For a round pore of radius $R$ whose tip is at depth $z$, this is expressed by

$$\frac{dR}{dz}=G(u),\qquad G(u)\ \text{has the sign of}\ u-1 .$$

This sign rule is the physical hypothesis of the derivation. It is made plausible by the picture of the holes, but it does not follow from charge conservation, and a full calculation of hole transport and surface chemistry would be needed to obtain $G$ itself.

The steady state requires $G=0$, hence $u=1$ and

$$A^*=\frac{I}{j_{\rm crit}},\qquad j_{\rm tip}=\frac{I}{A^*}=j_{\rm crit}.$$

With $A=\pi R^2$ and $A^*=\pi R^{*2}$ we have $u=(R^*/R)^2$. A pore with $R<R^*$ has $u>1$ and widens, and a pore with $R>R^*$ narrows. Both therefore approach $R^*$. Close to it, put $R=R^*+\delta$ with $|\delta|\ll R^*$. Then

$$u=\left(1+\frac{\delta}{R^*}\right)^{-2}\approx1-\frac{2\delta}{R^*},\qquad G(u)\approx G'(1)(u-1)=-\frac{2G'(1)}{R^*}\,\delta .$$

Since $R^*$ is constant, $d\delta/dz=dR/dz$, and

$$\delta(z)=\delta(0)\,e^{-z/\ell},\qquad \ell=\frac{R^*}{2G'(1)} .$$

The state is stable for $G'(1)>0$. The form of $G$ affects the depth over which the width settles, but not the final width.

## (c) The porosity of the electrode

**Question.** Find $p$ when many pores collect unequal currents and a part $j_{\rm leak}$ of the applied current density does not dissolve the tips. What does the applied current control, and when does the result fail?

**Solution.** Charge conservation for the electrode reads

$$(j-j_{\rm leak})A_{\rm cell}=\sum_i I_i .$$

Every tip has settled at $I_i=j_{\rm crit}A_i$. If all tips see the same HF concentration, $j_{\rm crit}$ is common to them and leaves the sum:

$$(j-j_{\rm leak})A_{\rm cell}=j_{\rm crit}\sum_iA_i=j_{\rm crit}\,p\,A_{\rm cell}.$$

Division by $j_{\rm crit}A_{\rm cell}$ gives

$$p=\frac{j-j_{\rm leak}}{j_{\rm crit}},\qquad\text{and without leakage}\qquad \boxed{p=\frac{j}{j_{\rm crit}}} .$$

This is Lehmann's steady macropore relation. The way the current is shared among the pores has dropped out. The cross-section of each pore is proportional to the current it collects, so the sum of the areas depends only on the total current.

From part (a) with $j_{\rm tip}=j_{\rm crit}$, the growth speed is

$$v=\frac{V_m}{nF}\,j_{\rm crit},$$

which does not contain $j$. At given HF concentration and pore spacing the applied current sets the width of the pores, while the chemistry sets their speed. Multiplying by $p$ gives

$$p\,v=\frac{V_m}{nF}\,(j-j_{\rm leak}),$$

which is the volume of silicon removed per area and time. This product follows from Faraday's law alone. The closure of part (b) is what separates it into $p$ and $v$.

The relation has limits at both ends:

- As $j$ approaches $j_{\rm crit}$ without leakage, $p$ approaches 1 and no wall remains. For $j\ge j_{\rm crit}$ there is no steady porous state, and the whole surface is polished.
- For small $j$ at fixed pore spacing the walls become thick. If depletion no longer covers them, holes can pass between the tips and reach the walls, and the first assumption is lost.

For round pores on a square lattice of pitch $a$, each cell of area $a^2$ holds one pore of diameter $d$. Then $\pi d^2/4=p\,a^2$, so

$$d=a\sqrt{\frac{4p}{\pi}} .$$

Neighbouring pores touch when $d=a$, that is at $p=\pi/4\approx0.785$. Above this value the formula for $d$ fails, because the pores can no longer be separate circles.

## (d) A pore array in numbers

**Question.** Take the round model values $j_{\rm crit}=40\ \mathrm{mA/cm^2}$, $j=10\ \mathrm{mA/cm^2}$, $a=4\ \mathrm{\mu m}$ and $n=2.5$. Find the geometry, the current per pore and the growth speed. How do leakage and disorder change the porosity?

**Solution.** Without leakage,

$$p=\frac{10}{40}=0.25,\qquad d=4\ \mathrm{\mu m}\times\sqrt{\frac{4\times0.25}{\pi}}=2.26\ \mathrm{\mu m}.$$

The thinnest part of the wall measures $4-2.26=1.74\ \mathrm{\mu m}$. Whether depletion covers the walls depends on the doping and the voltage. Here it is assumed. The widest silicon lies on the cell diagonal, $4\sqrt2-2.26=3.40\ \mathrm{\mu m}$, and depleting it fully requires a doping below about $6\times10^{14}\ \mathrm{cm^{-3}}$ per volt of band bending, so only lightly doped silicon satisfies the assumption at this pitch. One pore carries

$$I=j\,a^2=(100\ \mathrm{A/m^2})(4\times10^{-6}\ \mathrm m)^2=1.6\ \mathrm{nA}.$$

With $V_m=12.06\ \mathrm{cm^3/mol}$, the growth speed is

$$v=\frac{(12.06\times10^{-6}\ \mathrm{m^3/mol})(400\ \mathrm{A/m^2})}{2.5\times96485\ \mathrm{C/mol}}=2.0\times10^{-8}\ \mathrm{m/s}=1.20\ \mathrm{\mu m/min}.$$

To see the settling of the width, choose the model response $G=g(u-1)/(u+1)$ with $g=0.2$. Its derivative is $G'(u)=2g/(u+1)^2$, so $G'(1)=g/2$ and

$$\ell=\frac{R^*}{g}=\frac{1.128\ \mathrm{\mu m}}{0.2}=5.64\ \mathrm{\mu m}.$$

Numerical integration of the full equation for a slightly too wide pore gives 5.65 µm. The small excess comes from the next order. With $\epsilon=\delta/R^*$ and $u=(1+\epsilon)^{-2}$,

$$G=-g\,\frac{2\epsilon+\epsilon^2}{2+2\epsilon+\epsilon^2}\approx-g\,\epsilon\left(1-\frac{\epsilon}{2}\right),$$

so the restoring effect is slightly weaker for $\epsilon>0$. In further tests, pores that started too narrow and pores that started too wide reached the same porosity, for this response and for a second one. With the sign of $G$ reversed, a deviation of 1 % grew to 5.75 % over 10 µm.

If 5 % of the applied current leaks, then $p=0.95\times0.25=0.2375$. This was tested on an irregular array of 36 pores. Each received current in proportion to its collecting area, and the largest such area was 1.256 times the smallest. After the widths had settled, counting grid points inside the pores gave $p=0.2374$.

## (e) Deep pores: the critical current density drifts

**Question.** HF must diffuse from the pore mouth to the tip. Let the mouth be stirred and held at concentration $c_0$, and take the model law $j_{\rm crit}=j_0(c/c_0)^{3/2}$, where $c$ is the concentration at the tip. How must $j$ change with pore depth $L$ to keep the porosity constant? Neglect leakage.

**Solution.** Each dissolved silicon atom leaves as a hexafluorosilicate ion and binds six fluorine atoms, so it consumes six HF. The tip dissolves $j_{\rm crit}/(nF)$ moles of silicon per area and time and needs six times this flux of HF. HF is treated as one neutral species that moves by diffusion only; ionic migration in the pore current and the equilibria among HF, F⁻ and HF₂⁻ are left out. In a pore of constant width with a steady profile, the diffusive flux is the same at every depth. The concentration is then linear, and the flux is $D(c_0-c)/L$, with $D$ the diffusion coefficient of HF. Supply equals consumption:

$$\frac{D(c_0-c)}{L}=\frac{6\,j_0}{nF}\left(\frac{c}{c_0}\right)^{3/2}.$$

Let $x=c/c_0$, so that the left side is $Dc_0(1-x)/L$. Solving for $L$,

$$\frac{L}{L_0}=\frac{1-x}{x^{3/2}},\qquad L_0=\frac{nFDc_0}{6\,j_0}.$$

The derivative of the right side of the first equation is

$$\frac{d}{dx}\left(x^{-3/2}-x^{-1/2}\right)=-\frac32x^{-5/2}+\frac12x^{-3/2}=-\frac{3-x}{2x^{5/2}}<0\qquad(0<x\le1),$$

so each depth belongs to one value of $x$, which falls as the pore deepens. Constant porosity requires

$$j(L)=p\,j_{\rm crit}(L)=p\,j_0\,x^{3/2}.$$

For $L\ll L_0$, $x\approx1-L/L_0$ and the correction is small. For $L\gg L_0$, $x$ is small, so $x^{3/2}\approx L_0/L$ and

$$j_{\rm crit}\approx\frac{j_0L_0}{L}=\frac{nFDc_0}{6L}.$$

Here $j_0$ has dropped out, and diffusion alone sets the critical current density. The limit is approached slowly: the exact value is smaller by the factor $1-x$, which is 0.43 at $L=L_0$ and 0.81 at $L=10L_0$. With $L_0$ near 600 µm, as below, pores in a wafer of usual thickness do not reach this regime.

Take $c_0=3\ \mathrm{mol/L}$, $D=2\times10^{-9}\ \mathrm{m^2/s}$, $j_0=40\ \mathrm{mA/cm^2}$ and a target depth of 200 µm. Then

$$L_0=\frac{2.5\times96485\times2\times10^{-9}\times3000}{6\times400}\ \mathrm m=603\ \mathrm{\mu m},\qquad \frac{L}{L_0}=0.332 .$$

The root is $x=0.774$, so the tip concentration is 2.32 mol/L. With $x^{3/2}=0.681$, the critical current density has fallen to 27.2 mA/cm². To keep $p=0.25$, the applied current density must be lowered gradually from 10 to 6.81 mA/cm². If it stayed at 10 mA/cm², $u$ would rise above 1 and the pores would widen with depth. These values belong to the diffusion-only model: migration and the fluoride equilibria shift $x$ by about 0.02 and the required current density by up to about 5 %, in a direction that depends on which fluoride species sets $j_{\rm crit}$.

## (f) Etching time and the validity of the steady profile

**Question.** How long does a pore of constant width take to reach depth $L$, and why may the HF profile be treated as steady while the pore lengthens?

**Solution.** The speed is $dL/dt=v_0x^{3/2}$ with $v_0=V_mj_0/(nF)$. From part (e), $dL=-L_0(3-x)/(2x^{5/2})\,dx$. Dividing by the speed and integrating from the start, where $x=1$, reverses the limits and removes the minus sign:

$$t=\frac{L_0}{v_0}\int_x^1\frac{3-y}{2y^4}\,dy=\frac{L_0}{v_0}\int_x^1\left(\frac{3}{2y^4}-\frac{1}{2y^3}\right)dy .$$

The two terms give $\frac12(x^{-3}-1)$ and $-\frac14(x^{-2}-1)$. Therefore

$$t=\frac{L_0}{v_0}\left(\frac{1}{2x^3}-\frac{1}{4x^2}-\frac14\right).$$

For a shallow pore, $x=1-\epsilon$ with $\epsilon\approx L/L_0$. The bracket becomes $\frac32\epsilon-\frac12\epsilon=\epsilon$, and $t\approx L/v_0$. For a very deep pore, $x^{-3}\approx(L/L_0)^2$ and $t\approx L^2/(2v_0L_0)$, which is parabolic growth. The full expression still exceeds this value by a factor 3.4 at $L=L_0$ and 1.37 at $L=10L_0$.

The profile adjusts in a time of order $L^2/D$, while the depth changes appreciably in a time $L/v$. Their ratio is

$$\frac{vL}{D}=\frac{v_0x^{3/2}}{D}\,L_0\,\frac{1-x}{x^{3/2}}=\frac{v_0L_0}{D}(1-x)=\frac{c_0V_m}{6}(1-x),$$

where the last step inserts $v_0$ and $L_0$, from which $j_0$, $n$, $F$ and $D$ cancel. Here $c_0V_m/6=0.0060$, so the ratio stays below this value at every depth. The reason is dilution: a volume of silicon needs far more HF than the same volume of electrolyte contains.

For the target depth, $L_0/v_0=502.6\ \mathrm{min}$ and the bracket is 0.4107, so $t=206$ min. At the constant initial speed it would be $200/1.20=167$ min. The final speed is 0.82 µm/min.

As a test, the time-dependent diffusion equation was solved in the lengthening pore, including the flow of electrolyte that fills the new volume. It gave $x=0.7742$ against 0.7741 from the steady profile, and 206.4 min for both times. Hydrogen is left out of both calculations, and the omission is not small. Each silicon atom releases $(4-n)/2=0.75$ H₂, a gas volume about 1500 times that of the silicon removed, and if it all stayed dissolved the tip would be supersaturated about 50-fold. Bubbles can therefore stir or block a real pore, and the agreement above tests only the steady-profile approximation within the model.

## Computed values

```
Faraday constant: 96485.33 C/mol
Molar volume of silicon: 12.0588 cm^3/mol
Dissolution valence n: 2.5
Critical current density at mouth concentration: 40.0 mA/cm^2
Applied current density: 10.0 mA/cm^2
Lattice pitch: 4.0 um
HF concentration at mouth: 3.0 mol/L
HF diffusion coefficient: 2.0e-09 m^2/s
Target depth: 200 um
Tip height/radius 0.5: current/(j_tip*A) = 0.99999, surface/projected area = 1.3802
Tip height/radius 1.0: current/(j_tip*A) = 0.99999, surface/projected area = 2.0000
Tip height/radius 2.0: current/(j_tip*A) = 0.99999, surface/projected area = 3.4184
Porosity p: 0.2500
Pore diameter: 2.257 um
Thinnest wall: 1.743 um
Current per pore: 1.600 nA
Round pores touch at p: 0.7854
Initial growth rate: 1.200 um/min
Feedback gain g in G=g(u-1)/(u+1): 0.20
Width decay length, formula: 5.642 um
Width decay length, integrated: 5.651 um
Reversed feedback, 1% deviation after 10 um: 5.75 %
Leakage fraction: 5.0 %
Porosity with leakage, formula: 0.2375
Porosity with leakage, irregular array counted: 0.2374
Array: number of pores 36, largest/smallest collecting area 1.256
Diffusion length scale L0: 603.0 um
Scaled target depth L/L0: 0.3317
Quasi-steady parameter c0*Vm/6: 0.00603
Tip HF fraction at target, formula: 0.7741
Tip HF fraction at target, transient: 0.7742
Tip HF concentration at target: 2.322 mol/L
Critical current density at target: 27.24 mA/cm^2
Applied current density needed at target: 6.811 mA/cm^2
Growth rate at target: 0.817 um/min
Time to target, formula: 206.4 min
Time to target, transient: 206.4 min
Time to target at constant initial rate: 166.7 min
```
